# Subspace size and contour nodes in self-consistent FEAST

In a model chain with six electrons, a contour filter with eight nodes suppresses the first discarded level to 0.6% of the least-favoured occupied level. Used on a fixed matrix, it would shrink the orbital errors by a factor of at least 160 per step once the subspace is nearly converged. In the self-consistent calculation, with four vectors in the subspace, the density error instead grows, with a predicted late factor of 1.22 per step. With two nodes, a far poorer filter, the predicted factor is 0.86 and the iteration is locally stable. Adding a fifth vector to the eight-node calculation brings the factor down to 0.58.

Contour-integral subspace iteration (FEAST) inside the self-consistency cycle thus has two settings to choose: the number of contour nodes \(N\) and the subspace size \(M\). The first changes only the filter; the second changes both the filter ratios that matter and the response of the density.

## The problem and the iteration

The orbitals are real unit vectors on a grid, and the lowest \(m\) are doubly occupied. Let \(P\) be the projector on them and \(n_g=2P_{gg}\) the number of electrons at grid point \(g\). The mean-field energy and matrix are

\[
E=2\,\mathrm{tr}(H_0P)+\tfrac12 n^TWn,\qquad H[n]=H_0+\mathrm{diag}(Wn),
\]

with \(W\) symmetric and positive definite, as for the Hartree repulsion. An exchange-correlation functional would add its kernel to \(W\) in the linear analysis. The sum need not be positive definite, and the bounds below would then have to be re-examined.

One step runs as follows.

1. Apply the filter \(f(H[n])\) to the \(M\ge m\) basis vectors and orthonormalize the result to \(Q\).
2. Solve the projected problem \(Q^TH[n]Q\,C=C\Lambda\) self-consistently, with \(n\) built from the lowest \(m\) vectors of \(QC\).
3. Use the resulting density in the next filter.

Step 2 needs small \(M\times M\) diagonalizations and a new potential \(Wn\) for each density update, but no further solves with the shifted matrices \(z-H\) of the filter.

## The filter

The projector on the levels inside a counterclockwise circle \(z=c+re^{i\theta}\) is

\[
\frac1{2\pi i}\oint (z-H)^{-1}dz=\frac1{2\pi}\int_0^{2\pi}re^{i\theta}(z-H)^{-1}d\theta ,
\]

because \(dz=ire^{i\theta}d\theta\). Take \(N\) equally spaced nodes \(\theta_j=(2j-1)\pi/N\), with \(N\) even. On an eigenvector with level \(\lambda\), and with \(x=(\lambda-c)/r\), the sum becomes

\[
f(\lambda)=\frac1N\sum_{j=1}^N\frac{re^{i\theta_j}}{re^{i\theta_j}-rx}
=\frac1N\sum_{j=1}^N\frac1{1-xw_j},\qquad w_j=e^{-i\theta_j}.
\]

For \(|x|<1\), expand each term as \(\sum_k x^kw_j^k\). The sum \(\sum_jw_j^k=e^{i\pi k/N}\sum_je^{-2\pi ijk/N}\) vanishes unless \(k=lN\) with integer \(l\), and then equals \(N(-1)^l\). Therefore

\[
f(\lambda)=\sum_{l\ge0}(-1)^lx^{lN}=\frac1{1+x^N}.
\]

Both sides are rational functions of \(x\) that agree on an interval, so they agree for all real \(x\). The filter is positive, falls with \(|x|\), and equals 1/2 where the circle crosses the real axis. Other quadrature rules give other rational filters.

The nodes come in conjugate pairs, since \(\theta_{N+1-j}=2\pi-\theta_j\). For real \(H\) and a real block \(Y\),

\[
f(H)Y=\frac2N\,\mathrm{Re}\sum_{j=1}^{N/2}re^{i\theta_j}(z_j-H)^{-1}Y ,
\]

so one step costs \(N/2\) complex factorizations, each used for \(M\) right-hand sides.

## The rate for a fixed matrix

Let \(U_{\rm in}\) hold the \(M\) eigenvectors to be retained and \(U_{\rm out}\) the rest. Assume that every discarded level has a smaller filter value than every retained one. A subspace that overlaps all retained directions can be written as the span of \(U_{\rm in}+U_{\rm out}S\), where \(S\) is its tilt. Filtering gives \(U_{\rm in}f_{\rm in}+U_{\rm out}f_{\rm out}S\). Multiplication from the right by \(f_{\rm in}^{-1}\) leaves the span unchanged and restores the standard form:

\[
S'_{qp}=\frac{f(\lambda_q)}{f(\lambda_p)}S_{qp}.
\]

The largest factor in column \(i\) is \(f(\lambda_{M+1})/f(\lambda_i)\), where \(M+1\) labels the discarded level with the largest filter value.

The Rayleigh–Ritz vector inherits this rate. With \(B=U_{\rm in}+U_{\rm out}S\) and \(s_i\) the \(i\)th column of \(S\), the \(i\)th column of \(B^T(H-\lambda_i)B\) is \(S^T(\Lambda_{\rm out}-\lambda_i)s_i\), since the retained part vanishes. The vector \(u_i+U_{\rm out}s_i\) thus solves the projected problem up to a residual of order \(\|S\|\|s_i\|\), which is smaller than \(\|s_i\|\) once \(S\) is small. This assumes that \(\lambda_i\) is separated from the other retained levels.

Write the Ritz vector as \(v=u_i+e\). Because \((H-\lambda_i)u_i=0\), the error of its eigenvalue is

\[
\frac{v^T(H-\lambda_i)v}{v^Tv}=\frac{e^T(H-\lambda_i)e}{v^Tv},
\]

which is quadratic in \(e\), so its rate is the square of the vector rate.

In the example, with \(N=2\), \(M=4\) and the matrix frozen at its converged form, the third level should converge with the ratio \(0.2148/0.6302=0.341\). The observed vector rate is 0.341 and the observed eigenvalue rate is 0.116, which is \(0.341^2\).

## What self-consistency adds

Now let the density be slightly wrong. Write each occupied orbital as \(u_i+\sum_aT_{ai}u_a\), with \(a\) running over empty eigenvectors of the converged matrix. The normalization changes at second order. Two electrons per orbital and the two equal cross terms in the square give

\[
\delta n_g=4\sum_{ai}u_a(g)u_i(g)T_{ai}=4(BT)_g ,
\]

where from here on \(B\) denotes the table of orbital products, with one column per pair \((a,i)\). The potential changes by \(W\delta n\), and its matrix elements are

\[
\delta V_{ai}=(B^TW\delta n)_{ai}=(KT)_{ai},\qquad K=4B^TWB .
\]

**The filter responds to the potential error.** The filter is a sum of terms \(c_j(z_j-H)^{-1}\), and to first order \(\delta(z-H)^{-1}=(z-H)^{-1}\delta V(z-H)^{-1}\). Using

\[
\frac1{(z-\lambda_q)(z-\lambda_i)}=\frac1{\lambda_q-\lambda_i}\left[\frac1{z-\lambda_q}-\frac1{z-\lambda_i}\right]
\]

and summing over the nodes gives

\[
\delta f_{qi}=\frac{f(\lambda_q)-f(\lambda_i)}{\lambda_q-\lambda_i}\,\delta V_{qi}.
\]

The discarded component of the filtered column \(i\) is \(f(\lambda_q)S_{qi}+\delta f_{qi}\). Dividing by \(f(\lambda_i)\) restores the standard form, because first-order changes of the retained block multiply a quantity that is already small. With \(R_{qi}=f(\lambda_q)/f(\lambda_i)\) and \(D_{qi}=\lambda_q-\lambda_i>0\),

\[
S'_{qi}=R_{qi}S_{qi}-(1-R_{qi})\frac{\delta V_{qi}}{D_{qi}} .
\]

**The reduced problem removes part of that error.** Let \(p\) label retained empty orbitals and \(q\) discarded ones. An occupied solution in the subspace has the discarded component \(S_{qi}+\sum_pS_{qp}T_{pi}\), so \(T_{qi}=S_{qi}\) to first order. The projected matrix must not couple occupied and empty solutions, which requires \(D_{pi}T_{pi}+\delta V_{pi}=0\). Treating \(D\) as a diagonal matrix over the pairs and inserting \(\delta V_p=K_{pp}T_p+K_{pq}T_q\),

\[
T_p=-(D_p+K_{pp})^{-1}K_{pq}T_q .
\]

The potential error that drives the discarded components is then \(\delta V_q=K_{qq}T_q+K_{qp}T_p=K_{\rm eff}T_q\), with

\[
K_{\rm eff}=K_{qq}-K_{qp}(D_p+K_{pp})^{-1}K_{pq}.
\]

One full step therefore acts as \(T_q'=JT_q\), where

\[
\boxed{J=R-(1-R)D_q^{-1}K_{\rm eff}}
\]

and \(R\) is diagonal. The local rate is the largest \(|\mu|\) among the eigenvalues \(\mu\) of \(J\). The filter-value ratio is one of two contributions. It is the whole answer when \(W=0\) or when the density is frozen.

Compared with finite differences of real steps, the action of \(J\) agrees to \(4\times10^{-7}\) of its norm in the six combinations of \(M=3,4,6\) with \(N=2,8\).

The tilts \(S_{qp}\) of the retained empty vectors do not enter \(J\). They have their own decay factors \(f(\lambda_q)/f(\lambda_p)<1\), and they affect the density through products of small quantities. The rate from \(J\) is thus reached once these vectors have settled and the leading density mode dominates the others.

## Two bounds that guide the settings

For a given \(T_q\), the expression for \(T_p\) above is the minimizer in

\[
T_q^TK_{\rm eff}T_q=\min_{T_p}\left[T_p^TD_pT_p+T^TKT\right]\ge0,\qquad T=(T_p,T_q).
\]

Define the leftover response \(\kappa\) as the largest value of \(T_q^TK_{\rm eff}T_q/T_q^TD_qT_q\), which is the largest eigenvalue of \(D_q^{-1}K_{\rm eff}\).

**A larger subspace cannot increase \(\kappa\).** Move one orbital from the discarded to the retained set. The minimum now runs over additional variables. Setting these to zero gives back the old expression for the same remaining \(T_q\), so the new minimum is no larger, while the denominator is unchanged.

**The rate is at most \(\max(R_{\max},\kappa)\).** Let \(G=(1-R)D_q^{-1}\), a positive diagonal matrix since \(0<R<1\). Then

\[
G^{-1/2}JG^{1/2}=R-G^{1/2}K_{\rm eff}G^{1/2}
\]

is symmetric, so the eigenvalues are real. For a unit vector \(y\), the first term contributes between 0 and \(R_{\max}\). The second subtracts a non-negative amount of at most \(\kappa\,y^TG^{1/2}D_qG^{1/2}y=\kappa\,y^T(1-R)y\le\kappa\). All eigenvalues therefore lie between \(-\kappa\) and \(R_{\max}\).

**More nodes move every eigenvalue downward.** Since \(R=1-GD_q\), one can write \(J=1-GA\) with \(A=D_q+K_{\rm eff}\) positive definite. The eigenvalues of \(GA\) are those of \(A^{1/2}GA^{1/2}\), and none of them falls when the entries of \(G\) grow. On a fixed circle with occupied levels inside and discarded levels outside,

\[
R_{qi}=\frac{1+x_i^N}{1+x_q^N}
\]

falls with \(N\), so \(G\) grows. If the leading eigenvalue is positive, this helps until a negative one takes over. If it is negative, more nodes make the local rate worse. In the limit \(R\to0\) the leading eigenvalue tends to \(-\kappa\).

This explains the opening numbers. If all pairs had the same \(R\), a mode of response \(\kappa\) would have the eigenvalue \(R-(1-R)\kappa\). That is the factor of linear density mixing with the fraction \(1-R\) of new density: a leaky filter keeps some of the old subspace and so acts as damping. For \(M=4\), \(\kappa=1.230\). The two-node eigenvalue \(-0.859\) corresponds to a uniform \(R=(1.230-0.859)/2.230=0.17\), below the largest ratio 0.34, as it should be for an effective value that stands for all pairs. With eight nodes almost no damping remains and the eigenvalue is \(-1.222\).

## Why the reduced problem helps

The same result can be read in terms of densities. Let \(v=W\delta n\) be the change of potential on the grid. The retained pairs respond with \(T_p=-D_p^{-1}B_p^Tv\), hence with the density \(-Y_pv\), where \(Y_p=4B_pD_p^{-1}B_p^T\). If the discarded pairs carry the density \(\delta n_q\), then

\[
v=W(\delta n_q-Y_pv)\quad\Longrightarrow\quad v=(1+WY_p)^{-1}W\delta n_q .
\]

The matrix \(1+WY_p\) is the dielectric matrix of the retained orbitals in this mean-field model. The reduced solve screens the error before the next filter sees it, as a dielectric preconditioner would. Since \(AB\) and \(BA\) share their nonzero eigenvalues for any two matrices, \(\kappa\) is also the largest eigenvalue of \((1+WY_p)^{-1}WY_q\), with \(Y_q\) defined like \(Y_p\) for the discarded pairs. The two forms agree numerically.

Two limits show what is lost without this screening.

- For \(M=m\) there are no retained empty orbitals. As \(R\to0\), \(T'=-D^{-1}KT\), which is undamped self-consistent iteration.
- Suppose the projected problem is solved once with the old potential, for any \(M\). Then \(T'_p=-D_p^{-1}\delta V_p\), and as \(R\to0\) also \(T'_q=-D_q^{-1}\delta V_q\). The result is again \(T'=-D^{-1}KT\), now whatever the value of \(M\). Extra vectors then improve the linear eigensolver but do not stabilize the density. At finite \(N\) they can make it worse, because the retained pairs have no \(R\) term and lose the damping of the filter: in the chain below, with two nodes, the local factor of this linear variant goes from \(-1.59\) for \(M=3\) to about \(-5.4\) for \(M=4\) and \(M=6\). The benefit of a larger \(M\) therefore rests on solving the reduced problem self-consistently.

## The chain in numbers

The model has six unit-charge centres spaced by 2.5 bohr in a one-dimensional box, soft-Coulomb interactions and six electrons. It is a Hartree model, so exchange and correlation are absent and each electron repels itself. The highest occupied level lies above the potential at the walls of the box, so the walls help to confine its electrons. The gap and the values of \(\kappa\) below therefore depend on the box length and are not properties of an isolated chain. With walls at \(\pm10\) bohr and a grid spacing of 0.25 bohr, the gap is 0.0862 hartree (2.35 eV). A grid four times finer shifts the gap to 0.0865 hartree and lowers \(\kappa\) for \(M=3\) to 6 by up to 1% (5.40, 1.22, 0.576 and 0.344), so the last digit below belongs to this grid. Moving the walls from \(\pm9\) to \(\pm12\) bohr changes the gap from 0.095 to 0.077 hartree and \(\kappa\) for \(M=5\) from 0.50 to 0.73. The circle ends at mid-gap on the right and 0.2 hartree below the lowest level on the left.

| \(M\) | \(\kappa\) | \(\mu\), \(N=2\) | \(\mu\), \(N=8\) |
|---|---|---|---|
| 3 | 5.42 | −1.59 | −4.31 |
| 4 | 1.23 | −0.859 | −1.222 |
| 5 | 0.579 | −0.397 | −0.579 |
| 6 | 0.347 | −0.247 | −0.347 |
| 8 | 0.146 | −0.117 | −0.146 |

Here \(\mu\) is the leading eigenvalue of \(J\). It is negative in every row, so in this model the density response, not filter leakage, sets the rate.

Eight-node runs from a small displacement confirm the predicted stability. For \(M=4\) the error grew from \(9.2\times10^{-5}\) to \(2.0\times10^{-2}\) electrons per grid point in 30 steps, on average by 1.20 per step. For \(M=5\) the late rate was 0.567 against the predicted 0.579. For \(M=6\) it was 0.31 against 0.35; that run was short, and faster modes may still have contributed.

The number of steps for a millionfold reduction is \(\ln10^6/(-\ln|\mu|)\). For \(M=6\) and \(N=8\) this is \(13.8/1.06\approx13\) steps with four factorizations each, or 52 in all. For \(N=2\) it is \(13.8/1.40\approx10\) steps with one factorization each. The cheap filter wins on both counts, with one reservation: its slowest empty vector settles with the factor \(0.0709/0.1208=0.59\) per step, so from a start with poor empty vectors the density may reach its own rate late. The two-node figures are predictions from \(J\), not complete runs.

From a rougher start, a tilted sum of Gaussians on the six centres, the eight-node iteration converged for \(M=5\) and \(M=6\), after 35 and 17 densities. With \(M=6\) but a linear reduced problem, the error was still 0.17 electrons per grid point after 100 densities.

## Choosing the settings

**Read the sign of the error first.** Late in a linearly converging run, successive density changes \(\Delta_k=n_{k+1}-n_k\) satisfy \(\Delta_k\approx\mu\Delta_{k-1}\) if one mode dominates. The estimate

\[
\mu\approx\frac{\Delta_{k-1}^T\Delta_k}{\Delta_{k-1}^T\Delta_{k-1}}
\]

then tells which setting to change.

- If \(\mu\) is negative, the density overshoots and response is the limit. Increase \(M\). Do not add nodes; fewer may even help.
- If \(\mu\) is positive and close to 1, filter leakage is the limit. Add nodes, tighten the circle around the occupied levels, or increase \(M\), which also lowers \(R_{\max}\).

**Do not rely on a poor filter for damping.** Its strength differs from pair to pair and shifts with the circle. A subspace with \(\kappa<1\) is locally stable for any even \(N\), under the assumptions above.

**Keep the extra vectors alive.** An empty vector that lies far outside the circle is multiplied by a small \(f(\lambda_p)\). For the sixth level this is 0.12 with two nodes but \(3.6\times10^{-4}\) with eight. If inexact linear solves leave an error of norm \(\eta\) in the filtered image of a unit vector, the noise relative to the surviving component in that direction is of size \(\eta/f(\lambda_p)\). Larger \(N\) therefore makes the extra vectors more sensitive to inexact solves. Whether this slows the density was not tested here.

**Solve the reduced problem robustly.** With occupations allowed between 0 and 1, \(E\) is convex in \(P\). Let \(\delta P\) lead from the current \(P\) to the projector on the lowest \(m\) vectors of the current projected matrix. Since \(\delta n_g=2\delta P_{gg}\), the terms linear in \(\delta P\) combine to

\[
E(P+s\,\delta P)=E(P)+2s\,\mathrm{tr}(H[n]\delta P)+\tfrac12s^2\,\delta n^TW\delta n ,
\]

and the best step is \(s=-2\,\mathrm{tr}(H[n]\delta P)/(\delta n^TW\delta n)\), capped at 1. Near the solution the slope is a small difference of larger numbers and loses digits, so the program switches there to a fixed mixing fraction of 0.2. A fixed fraction \(\alpha\) multiplies the error of a mode by \(1-\alpha(1+k)\), where \(k\) is an eigenvalue of \(D_p^{-1}K_{pp}\), so \(\alpha\) must stay below \(2/(1+k)\) for the largest \(k\).

**Watch for failed reduced solves.** In the run from the Gaussian start with \(M=4\), 91 of 100 reduced problems were unfinished after 300 inner iterations, with occupations up to 0.019 away from 0 or 1. In most of those subspaces the best solution itself has fractional occupations and the gap of the projected matrix closes, so more inner iterations cannot produce whole occupations there. The analysis of \(J\), which assumes whole occupations and a gap, then does not apply. A larger \(M\) is the first remedy to try; from the same start, \(M=5\) converged.

**Recheck the circle.** The levels move with the density. The example used a circle placed from the converged levels; in practice it must be estimated from current Ritz values, and an occupied level left outside can be lost if its filter value no longer exceeds those of the discarded levels. When the gap closes, some \(D\) tend to zero. If such pairs are among the discarded ones, \(\kappa\) can become large. In any case these formulas assume whole occupations and a gap, so they do not cover a state with partial occupations.

The remaining filter values and rates are in the numerical output below.

## Computed results

```
box half-length 10.0 bohr, grid spacing 0.25 bohr, 79 points
centres (bohr): -6.25 -3.75 -1.25 1.25 3.75 6.25
electrons: 6.000000, occupied orbitals m = 3
lowest 9 levels (hartree): -0.03682 0.01294 0.08850 0.17469 0.29953 0.44436 0.61412 0.74322 0.98358
gap: 0.08619 hartree = 2.345 eV
circle centre -0.05261 hartree, radius 0.18421 hartree
scaled levels x, lowest 9: 0.0857 0.3559 0.7660 1.2340 1.9117 2.6979 3.6195 4.3203 5.6252
filter, largest deviation from closed form: 1.1e-15
filter values N=2, levels 1-7: 9.927e-01 8.876e-01 6.302e-01 3.964e-01 2.148e-01 1.208e-01 7.092e-02
filter values N=4, levels 1-7: 9.999e-01 9.842e-01 7.438e-01 3.013e-01 6.966e-02 1.853e-02 5.793e-03
filter values N=8, levels 1-7: 1.000e+00 9.997e-01 8.940e-01 1.569e-01 5.575e-03 3.561e-04 3.395e-05
fixed matrix M=4 N=2: value ratio 0.34091, observed vector rate 0.34091
  squared ratio 0.11622, observed eigenvalue rate 0.11622
Jacobian action, largest relative deviation: 4.1e-07
leftover response kappa, M=3: 5.41500
leftover response kappa, M=4: 1.22954
leftover response kappa, M=5: 0.57944
leftover response kappa, M=6: 0.34731
leftover response kappa, M=8: 0.14556
M=3 N=2: R_max 0.62903, leading eigenvalue of J -1.59367
M=3 N=4: R_max 0.40512, leading eigenvalue of J -2.87746
M=3 N=8: R_max 0.17546, leading eigenvalue of J -4.31272
M=4 N=2: R_max 0.34091, leading eigenvalue of J -0.85869
M=4 N=4: R_max 0.09364, leading eigenvalue of J -1.13334
M=4 N=8: R_max 0.00624, leading eigenvalue of J -1.22242
M=5 N=2: R_max 0.19168, leading eigenvalue of J -0.39672
M=5 N=4: R_max 0.02491, leading eigenvalue of J -0.55648
M=5 N=8: R_max 0.00040, leading eigenvalue of J -0.57909
M=6 N=2: R_max 0.11253, leading eigenvalue of J -0.24696
M=6 N=4: R_max 0.00779, leading eigenvalue of J -0.34032
M=6 N=8: R_max 0.00004, leading eigenvalue of J -0.34727
M=8 N=2: R_max 0.04861, leading eigenvalue of J -0.11731
M=8 N=4: R_max 0.00134, leading eigenvalue of J -0.14480
M=8 N=8: R_max 0.00000, leading eigenvalue of J -0.14556
density errors below: largest value, electrons per grid point
near start M=3 N=8: 6 densities, error 1.0e-04 -> 4.6e-02, late rate none
near start M=4 N=8: 31 densities, error 9.2e-05 -> 2.0e-02, late rate none
near start M=5 N=8: 24 densities, error 9.3e-05 -> 7.4e-11, late rate 0.5669
near start M=6 N=8: 13 densities, error 8.2e-05 -> 3.9e-11, late rate 0.3090
far start M=3 N=8: 100 densities, error 6.6e-02 -> 2.2e-01
  reduced problems unsolved: 0, largest fractional occupation 0.000
far start M=4 N=8: 100 densities, error 1.9e-02 -> 6.6e-02
  reduced problems unsolved: 91, largest fractional occupation 0.019
far start M=5 N=8: 35 densities, error 7.5e-03 -> 6.7e-11
  reduced problems unsolved: 0, largest fractional occupation 0.000
far start M=6 N=8: 17 densities, error 3.0e-03 -> 4.0e-11
  reduced problems unsolved: 0, largest fractional occupation 0.000
far start M=6, first errors: 3.0e-03 8.1e-04 2.1e-04 5.7e-05 1.9e-05 6.3e-06
far start, linear reduced problem M=6 N=8: 100 densities, final error 1.7e-01
```
